# Why copper ions drift between short-circuited metals with different work functions

A 50 nm insulating film lies between two metal plates joined by a wire. There is no battery, and a voltmeter across the plates reads zero. Positive copper ions are spread evenly through the film, so their mean position is 25.0 nm from the left plate. In the model worked out below, that mean position is 40.8 nm after three hours at 473 K and 46.1 nm after thirty. If the two metals have equal work functions and nothing else is changed, it is still 25.0 nm after three hours.

The ions start with no density gradient to drive diffusion, and no voltage is applied. What pushes them to one side?

## What the wire makes equal

Place the left metal at $x=0$ and the right metal at $x=d$. Their work functions are $W_L$ and $W_R$, with $W_R>W_L$. A work function is the energy needed to take an electron from the Fermi level of a metal to a point just outside it. Here these are effective values, which include any dipole layer at the contact with the film.

Let $\phi$ be the electrostatic potential and $e>0$ the elementary charge. An electron at rest just outside a metal has energy $-e\phi$, and the Fermi level lies lower by $W$:

$$E_F=-e\phi-W .$$

Electrons flow through the wire until the Fermi levels agree:

$$-e\phi(0)-W_L=-e\phi(d)-W_R .$$

Moving the potentials to one side gives

$$\phi(0)-\phi(d)=\frac{W_R-W_L}{e}\equiv V_{bi}.$$

The electrostatic potentials therefore differ. A voltmeter reads zero because it compares Fermi levels, not electrostatic potentials.

The charges behind this difference sit on the metal surfaces. Electrons have moved from the left metal, which binds them weakly, to the right metal, which binds them strongly. The left surface is positive and the right one negative. Since $E=-d\phi/dx$, the mean field is

$$\frac1d\int_0^d E\,dx=\frac{\phi(0)-\phi(d)}{d}=\frac{V_{bi}}{d},$$

and it points from the low- to the high-work-function metal. A positive ion is pushed the same way.

An energy argument gives the same result, and it holds with ions present. Let $Q$ be the charge per area on the left surface and $\varepsilon$ the permittivity of the film. Putting $Q$ there means moving $Q/e$ electrons per area to the right metal, and each is bound more strongly there by $W_R-W_L$. The energy per area is

$$U(Q)=\frac{\varepsilon}{2}\int_0^d E^2dx-\frac{Q}{e}(W_R-W_L).$$

With the ions held in place, adding $\delta Q$ raises $E$ everywhere by $\delta Q/\varepsilon$. Hence

$$\frac{dU}{dQ}=\int_0^d E\,dx-V_{bi},$$

which vanishes when the potential drop is $V_{bi}$.

For the example, $W_L=4.2$ eV and $W_R=4.7$ eV. The drop is 0.5 V, and the mean field is $0.5\ \mathrm{V}/50\ \mathrm{nm}=0.1$ MV/cm.

## The ions' own field

The ions are charged too. Suppose they are singly charged, with uniform density $n_0$, and that the film holds no other charge. Gauss's law, $dE/dx=en_0/\varepsilon$, gives $E(x)=E(0)+en_0x/\varepsilon$. The average of this over the film is $E(0)+en_0d/2\varepsilon$, which must equal $V_{bi}/d$. Eliminating $E(0)$,

$$E(x)=\frac{V_{bi}}{d}+\frac{en_0}{\varepsilon}\left(x-\frac d2\right).$$

The second term pushes ions in the left half to the left and those in the right half to the right. It spreads them towards both metals but has zero average. The first term selects a side.

So equal work functions do not mean motionless ions. In the equal-metal case, after three hours the density beside a metal is about 1.5 times that in the middle, while the mean position stays at 25.0 nm. Exchanging the metals puts the mean at 9.2 nm after three hours, the mirror image of 40.8 nm. The built-in field is the cause of the one-way shift, not of all ion motion.

The initial drift is to the right everywhere in the film if the field is positive even at $x=0$, where it is smallest:

$$\frac{V_{bi}}{d}>\frac{en_0d}{2\varepsilon}
\quad\Longrightarrow\quad
n_0<n^*=\frac{2\varepsilon V_{bi}}{ed^2}.$$

With relative permittivity 2.8, $n^*=6.2\times10^{16}$ cm$^{-3}$. The example has $n_0=1.0\times10^{16}$ cm$^{-3}$, and its initial field rises from 0.084 MV/cm at the left metal to 0.116 MV/cm at the right. Above $n^*$, ions near the left metal at first drift left, although the average push is still to the right.

A fixed, uniform background of equal negative charge would cancel the second term at the start. The initial field would then be $V_{bi}/d$ everywhere.

## From a field to a drift

An ion moves by thermally activated hops between neighbouring sites a distance $a$ apart. Let $\Gamma$ be the hop rate in each direction without a field. A field lowers the barrier by $eEa/2$ for a forward hop and raises it by the same amount for a backward hop. The mean velocity is

$$v=a\Gamma\left(e^{eEa/2kT}-e^{-eEa/2kT}\right)=2a\Gamma\sinh\frac{eEa}{2kT}.$$

For $eEa\ll2kT$ the hyperbolic sine equals its argument to leading order. With the diffusivity $D=\Gamma a^2$,

$$v=\frac{a^2\Gamma eE}{kT}=\mu E,\qquad \mu=\frac{eD}{kT}.$$

For a rough hop length of 1 nm in 0.1 MV/cm, $eEa=0.01$ eV, while $kT=0.0408$ eV. The linear formula is then 0.25% below the full one. The field does not pull ions over barriers by force. It slightly favours one direction among hops that heat already causes.

The ion flux, counted positive to the right, is drift plus diffusion:

$$J=\mu nE-D\frac{dn}{dx}.$$

Uniform density makes the second term zero and leaves the first. The mean initial velocity is therefore

$$\frac{1}{n_0d}\int_0^d\mu n_0E\,dx=\frac{\mu V_{bi}}{d}.$$

It does not depend on $n_0$, because the ions' own field averages out.

The example takes $D=1.0\times10^{-16}$ cm$^2$/s. Dividing by $kT/e=0.0408$ V gives $\mu=2.45\times10^{-15}$ cm$^2$/Vs. Multiplying by $10^5$ V/cm gives $2.45\times10^{-10}$ cm/s, or 8.8 nm per hour. Crossing the whole film at that speed would take 5.7 hours.

## Why equilibrium does not forbid it

The short circuit brings the electrons of the two metals into equilibrium. It does nothing of the kind for the ions, which cannot travel through the wire. The relevant quantity for them is their own electrochemical potential,

$$\eta=e\phi+kT\ln n ,$$

up to a constant. Since $d\phi/dx=-E$ and $D=\mu kT/e$,

$$-\frac{\mu n}{e}\frac{d\eta}{dx}
=\mu nE-\frac{\mu kT}{e}\frac{dn}{dx}=J .$$

The flux vanishes everywhere only if $\eta$ is flat. With uniform density the logarithm is constant, and $\eta$ is higher at the left metal by $eV_{bi}=0.5$ eV. Uniform density would be equilibrium in a film with no field. In this film it is a state far from equilibrium, and the drift is the approach to equilibrium.

## How the drift slows and stops

Assume that the metals neither supply nor absorb ions, so that $J=0$ at both surfaces and the number per area, $N=n_0d$, is fixed. The mean position is $\bar x=\frac1N\int_0^d xn\,dx$. Conservation of ions reads $\partial n/\partial t=-\partial J/\partial x$. Integrating by parts, with no flux at the ends,

$$\frac{d\bar x}{dt}=-\frac1N\int_0^d x\frac{\partial J}{\partial x}dx=\frac1N\int_0^d J\,dx .$$

Inserting the flux gives

$$\frac{d\bar x}{dt}=\frac{\mu}{N}\int_0^d nE\,dx-\frac DN\,[n(d)-n(0)].$$

Gauss's law, $n=(\varepsilon/e)\,dE/dx$, does the first integral:

$$\int_0^d nE\,dx=\frac{\varepsilon}{2e}\left[E(d)^2-E(0)^2\right]=N\,\frac{E(0)+E(d)}{2},$$

because $E(d)-E(0)=eN/\varepsilon$. The end fields follow from the fixed drop. Integrating $E(x)=E(0)+\frac e\varepsilon\int_0^x n\,dx'$ over the film counts each ion with weight $d-x$, so

$$V_{bi}=E(0)\,d+\frac{eN}{\varepsilon}(d-\bar x).$$

Therefore

$$E(0)=\frac{V_{bi}}d-\frac{eN}{\varepsilon}\left(1-\frac{\bar x}d\right),\qquad
E(d)=\frac{V_{bi}}d+\frac{eN}{\varepsilon}\frac{\bar x}{d}.$$

Half their sum is the mean field felt by the ions, and

$$\frac{d\bar x}{dt}=\mu\left[\frac{V_{bi}}d+\frac{eN}{\varepsilon}\left(\frac{\bar x}d-\frac12\right)\right]-\frac DN\,[n(d)-n(0)].$$

Once $\bar x>d/2$, the bracket exceeds $V_{bi}/d$. The slowing comes from the last term: ions pile up at the right metal, the left side empties, and diffusion pushes back. In the first hour the mean moves 7.1 nm instead of 8.8 nm for this reason. Half of the final shift is reached after 1.65 hours.

The net flux stops when $\eta$ is flat and diffusion balances drift, so $n\propto e^{-e\phi/kT}$. The ratio of the end densities follows from the potential drop alone:

$$\frac{n(0)}{n(d)}=e^{-u},\qquad u=\frac{eV_{bi}}{kT}=\frac{0.5}{0.0408}\approx12.3 .$$

This is about $5\times10^{-6}$. The computed densities are $6.6\times10^{11}$ and $1.39\times10^{17}$ cm$^{-3}$.

If the ions are so dilute that their own field is negligible, then $n\propto e^{x/\lambda}$ with $\lambda=d/u$. Integrating by parts,

$$\bar x=\frac{\int_0^d xe^{x/\lambda}dx}{\int_0^d e^{x/\lambda}dx}
=\frac{\lambda de^u-\lambda^2(e^u-1)}{\lambda(e^u-1)}
=d\left(\frac1{1-e^{-u}}-\frac1u\right).$$

For large $u$ this is $d-\lambda$: the ions form a layer of thickness $\lambda=4.1$ nm against the right metal, with mean position 45.9 nm. For small $u$, the expansion $1/(1-e^{-u})=1/u+1/2+u/12+\dots$ gives $\bar x\approx d/2+ud/12$. For such dilute ions, a work-function difference well below $kT$ thus causes only a slight shift, because diffusion almost restores uniformity.

At the example's density, the final mean is 46.1 nm, slightly closer to the right metal than in the dilute limit. One might expect repulsion between ions to widen the layer. The field formula shows why it does not at this density. Here $eN/\varepsilon=0.032$ MV/cm and $\bar x/d=0.92$, so the mean field felt by the ions is

$$0.100+0.032\,(0.92-0.50)\approx0.114\ \mathrm{MV/cm}.$$

The piled-up ions draw extra negative charge onto the nearby metal, and this presses the layer against it. Even with a hundred times as many ions the equilibrium layer is not wider: the standard deviation of their positions is 2.5 nm, against 4.0 nm in the example. Setting $d\bar x/dt=0$ and neglecting $n(0)$ gives $n(d)=eN\times(0.114\ \mathrm{MV/cm})/kT$. With $N=5.0\times10^{10}$ cm$^{-2}$ this is $1.4\times10^{17}$ cm$^{-3}$, in agreement with the computed density.

The time course was tested in the dilute limit against a separate calculation of hopping between discrete sites. The means after three hours were 40.82 and 40.83 nm. The final mean at full density was tested against a direct solution of the equilibrium equations, and both round to 46.13 nm.

## Where the energy comes from

Drifting ions heat the film, yet no battery does work. The energy comes from electrons in the wire. The left surface charge is $Q=\varepsilon E(0)$, so the formula for $E(0)$ gives, for a shift $\Delta\bar x$,

$$\Delta Q=eN\frac{\Delta\bar x}{d}.$$

As the ions approach the right metal, more electrons pass through the wire from left to right. The shift of 21.1 nm sends

$$(1.60\times10^{-19}\ \mathrm C)(5.0\times10^{10}\ \mathrm{cm^{-2}})\frac{21.1}{50}=3.4\times10^{-3}\ \mathrm{\mu C/cm^2}$$

through it. Each electron ends up bound more strongly by 0.5 eV. Per ion, this releases $0.5\times21.1/50=0.21$ eV.

At fixed temperature, the direction of change is set by the free energy, which also counts the ions' entropy. Per area it is

$$F=\frac{\varepsilon}{2}\int_0^d E^2dx-QV_{bi}+kT\int_0^d n(\ln n-1)\,dx .$$

Choose $\phi(d)=0$ and $\phi(0)=V_{bi}$. For a small change of density, integration by parts with $E=-d\phi/dx$ and $\varepsilon\,d(\delta E)/dx=e\,\delta n$ gives

$$\varepsilon\int_0^d E\,\delta E\,dx=V_{bi}\,\delta Q+\int_0^d e\phi\,\delta n\,dx .$$

The terms in $\delta Q$ cancel in $\delta F$, leaving $\delta F=\int\eta\,\delta n\,dx$. Using conservation of ions and $J=0$ at the ends,

$$\frac{dF}{dt}=-\int_0^d\eta\frac{\partial J}{\partial x}dx=\int_0^d J\frac{d\eta}{dx}dx=-\frac e\mu\int_0^d\frac{J^2}{n}dx\le0 .$$

The free energy falls until the flux is zero. In the example it falls by 0.15 eV per ion. This is 0.06 eV less than the energy released by the electrons. The difference is the change in field energy plus the change in the entropy term, which rises as the ions crowd together. The entropy term is not stored energy: the heat given to the film is the electrons' energy minus the change in field energy alone. The current in the wire is a transient, and the device is not a perpetual source.

## Cancelling the drift with a battery

A battery can change the potential drop. If it makes the voltmeter reading of the left metal relative to the right equal to $V$, the Fermi levels differ and the drop becomes $V+V_{bi}$. At $V=-V_{bi}$, here $-0.5$ V, the mean field is zero. The ions then behave as between equal metals: they spread to both sides without a net shift. Zero applied voltage is therefore not the zero-field condition when the work functions differ.

## Reading the result for a real film

The parameters are rough values in the regime of an organosilicate low-$k$ film under thermal stress. The diffusivity is the least certain, since it can vary by orders of magnitude between films, and all times scale as $1/D$. With a rough activation energy of 0.9 eV, the 5.7-hour transit becomes roughly 70 days at 373 K. An interface dipole that changes $W_R-W_L$ by 0.1 eV changes the initial velocity by 20%. The assumption that the metals block ions can also fail. If the right metal absorbed every ion and none were supplied, the average shift to the surface would be 25 nm instead of 21.1 nm, and the wire charge would be 18% larger. A copper electrode that supplies ions changes $N$ itself, and the final state found here no longer applies.

The model also smooths the ions into a continuous charge. Their mean spacing at the start is 46 nm, nearly the film thickness, but the interaction energy of two ions at that distance is 0.011 eV, below $kT$. At the final density beside the right metal, $n^{-1/3}$ is about 19 nm, and the unscreened pair energy at that distance is 0.027 eV, still below $kT$. This overstates the interaction. The layer is only about 4 nm thick, so the ions form a sheet with lateral spacing $N^{-1/2}\approx45$ nm, and the nearby metal screens their mutual repulsion further. A larger omission is the attraction of each ion to its own image in a metal. An ion at distance $s$ has an image $2s$ away, which gives a field $e/[4\pi\varepsilon(2s)^2]$. This equals the built-in field at $s=3.6$ nm, comparable with the layer thickness.

For a uniform start the image forces of the two metals cancel on average, so the initial mean velocity is unchanged. With image forces included and a rough closest distance of 0.5 nm to the image plane, the mean after three hours is within 0.3 nm of the 40.8 nm found without them. After thirty hours it is about 49 nm, against 46 nm, so the shift is roughly 15% larger. With image forces, the mean still rose by about 1 nm between ten and thirty hours. These numbers depend strongly on the closest distance. With 0.3 nm instead of 0.5 nm, the mean after thirty hours is only about 46 nm, because some ions are still held near the left metal by their images; in equilibrium it would be close to 50 nm. The image force also changes strongly within one hop. With discrete hops of 1 nm and a closest distance of 0.5 nm, the means after three and thirty hours are about 39 and 47 nm. In all these cases the drift is still to the right, but the thickness of the final layer should not be read from the simpler model.

Without image forces, the largest final field is 0.13 MV/cm, about 3% of a rough breakdown field of 5 MV/cm. The built-in field is weak by that measure. It matters because a small bias, acting on many thermal hops, has hours or months in which to act. The numerical output lists most of the values used here.

## Calculated quantities

```
film thickness: 50 nm; relative permittivity: 2.8
work functions, left and right: 4.2, 4.7 eV
temperature: 473 K; kT: 0.04076 eV
diffusivity: 1.0e-16 cm2/s
ion density: 1.0e+16 cm^-3
ions per area: 5.00e+10 cm^-2
built-in potential drop: 0.500 V
mean built-in field: 0.1000 MV/cm
initial field at low-W metal: 0.0838 MV/cm
initial field at high-W metal: 0.1162 MV/cm
density n* for one-way start: 6.190e+16 cm^-3
mobility: 2.453e-15 cm2/Vs
initial mean velocity: 8.832 nm/h
transit time at that velocity: 5.66 h
mean ion position at 0 h: 25.000 nm
mean ion position at 1 h: 32.053 nm
mean ion position at 3 h: 40.762 nm
mean ion position at 10 h: 46.059 nm
mean ion position at 30 h: 46.130 nm
time to half of the final shift: 1.65 h
grid and time-step shift at 3 h: 0.0151 nm
final mean, Poisson-Boltzmann: 46.132 nm
final mean, dilute formula: 45.924 nm
dilute decay length kT/(eE): 4.076 nm
dilute mean at 3 h, drift-diffusion: 40.815 nm
dilute mean at 3 h, hopping: 40.826 nm
final density at low-W metal: 6.560e+11 cm^-3
final density at high-W metal: 1.394e+17 cm^-3
equal metals, mean at 3 h: 25.000 nm
equal metals, edge/middle density at 3 h: 1.480
exchanged metals, mean at 3 h: 9.238 nm
charge through wire: 3.385e-03 uC/cm2
electron energy released per ion: 0.2113 eV
free-energy fall per ion: 0.1519 eV
closest distance to image plane (rough): 0.5 nm
image field equals built-in field at: 3.59 nm
mean with image force at 1 h: 31.922 nm
mean with image force at 3 h: 40.617 nm
mean with image force at 10 h: 48.242 nm
mean with image force at 30 h: 49.303 nm
hop length (rough): 1.0 nm; excess speed: 0.251 %
largest final field: 0.1298 MV/cm
breakdown field (rough): 5.0 MV/cm
largest field/breakdown field: 0.0260
electron barrier (rough): 3.0 eV
log10 of electron tunnelling factor: -385
mean ion spacing: 46.4 nm
ion pair energy at that spacing: 0.0111 eV
activation energy (rough): 0.9 eV
transit time at 373 K: 69.3 days
```
